\section*{Steady molecular signal in cluster-ion depth profiling of organic films}

\section*{Setting and definitions}

A beam of identical cluster ions erodes a thick, homogeneous organic film, and a mass spectrometer records an ion characteristic of the intact molecule. The signal starts at $S_0$ on the fresh film, falls, and may settle at a plateau $S_{ss}$. The problem is to find the height of this plateau and what it reveals about damage.

The fluence $f$ is the number of impacts per unit area. Damaged matter is counted in molecule equivalents: one equivalent occupies the volume of one molecule of the original film. The film has $n_b$ molecules per unit volume. Three quantities describe the bombardment.

\begin{itemize}
\item The molecular yield $Y$ is the number of molecule equivalents removed per impact, whether they leave intact, as fragments, or as matter damaged earlier. If an impact removes the volume $V$, then $Y=n_bV$. This is much broader than the number of detected molecular ions.
\item The altered layer is the surface region of thickness $d$ in which impacts leave damage. Its areal density is $n=n_bd$, in molecule equivalents per unit area.
\item The damage cross-section $\sigma$ is the probability per unit fluence that an intact molecule in the layer is damaged \emph{and left there}, averaged over the layer. A molecule broken and ejected by the same impact counts in $Y$, not in $\sigma$.
\end{itemize}

The erosion-dynamics model assumes that impacts keep the layer well mixed, that $n$, $Y$ and $\sigma$ are constant, and that the material below the layer is intact. Let $c(f)$ be the intact fraction in the layer, with $c(0)=1$.

\section*{(a) The balance of intact molecules}

\textbf{Question.} Find the differential equation for $c(f)$.

\textbf{Solution.} Follow the layer as the surface recedes. An area $A$ of it contains $nAc$ intact molecules. Let $dN=A\,df$ ions strike this area. Three processes change the number.

Sputtering removes $Y\,dN$ equivalents. Since the layer is mixed, a fraction $c$ of them comes from intact molecules, so the loss is $Yc\,dN$. Damage affects each intact molecule with probability $\sigma\,df=\sigma\,dN/A$, so the loss is $nAc\,\sigma\,dN/A=n\sigma c\,dN$. Finally, $n$ is constant, so the layer must take in $Y\,dN$ equivalents from below, all of them intact. Hence
\begin{equation}
d(nAc)=\left(Y-Yc-n\sigma c\right)dN .
\end{equation}
Dividing by $A\,df=dN$ gives
\begin{equation}
n\frac{dc}{df}=Y(1-c)-n\sigma c .
\label{balance}
\end{equation}
The product $n\sigma$ is a pure number: the molecules damaged and left behind by one impact on a fully intact layer.

\section*{(b) The steady state and the approach to it}

\textbf{Question.} Find the steady intact fraction, show that it is reached, and find the fluence and eroded depth this takes.

\textbf{Solution.} Setting $dc/df=0$ in (\ref{balance}) gives $Y=(Y+n\sigma)c$, or
\begin{equation}
c_{ss}=\frac{Y}{Y+n\sigma}.
\label{css}
\end{equation}
To find the transient, replace $Y$ in (\ref{balance}) by $(Y+n\sigma)c_{ss}$:
\begin{equation}
n\frac{dc}{df}=Y-(Y+n\sigma)c=-(Y+n\sigma)(c-c_{ss}).
\end{equation}
The difference $c-c_{ss}$ therefore decays exponentially. With $c(0)=1$,
\begin{equation}
c(f)=c_{ss}+(1-c_{ss})e^{-f/f_r},\qquad f_r=\frac{n}{Y+n\sigma}.
\label{transient}
\end{equation}
The steady state is unique and stable because $Y+n\sigma>0$. The inverse
\begin{equation}
\frac1{f_r}=\sigma+\frac Yn
\end{equation}
is the disappearance cross-section. It exceeds $\sigma$ because the transient is also shaped by renewal of the layer.

Each unit of fluence erodes a depth $V$, so one relaxation erodes
\begin{equation}
Vf_r=\frac{Y}{n_b}\,\frac{n_bd}{Y+n\sigma}=d\,c_{ss}.
\end{equation}
For $n\sigma\ll Y$ the layer is removed before much damage builds up, and $c_{ss}\simeq1-n\sigma/Y$. For $n\sigma\gg Y$, $c_{ss}\simeq Y/(n\sigma)$. The plateau thus depends on the damage left per impact relative to the matter removed, not on $\sigma$ alone.

\section*{(c) From intact fraction to signal}

\textbf{Question.} When does the measured ratio $S_{ss}/S_0$ equal $c_{ss}$?

\textbf{Solution.} Each impact ejects $Yc$ equivalents that were intact beforehand. Let $K$ be the probability that such a molecule leaves whole, is ionized and is detected. At constant ion current the signal is proportional to $KYc$. If $K$ and $Y$ do not change,
\begin{equation}
\frac{S_{ss}}{S_0}=\frac{KYc_{ss}}{KY}=\frac{Y}{Y+n\sigma}.
\label{signal}
\end{equation}
If they drift from $K_0,Y_0$ to steady values $K_{ss},Y_{ss}$, the balance must use the steady yield, and the signal acquires a further factor:
\begin{equation}
\frac{S_{ss}}{S_0}=\frac{K_{ss}Y_{ss}}{K_0Y_0}\,\frac{Y_{ss}}{Y_{ss}+n\sigma}.
\label{drift}
\end{equation}
Here $n\sigma$ denotes its steady value. A change of ionization near the surface can therefore alter the ratio without any change in damage.

\section*{(d) Residence in the layer, and the role of mixing}

\textbf{Question.} Derive the plateau from the survival of individual molecules. What replaces it if the layer is not mixed?

\textbf{Solution.} In a mixed layer every equivalent has the same probability $Y/n$ per unit fluence of being sputtered. The fluence $f$ spent in the layer before ejection then has the probability density $(Y/n)e^{-Yf/n}$, with mean $n/Y$. A molecule escapes damage during this time with probability $e^{-\sigma f}$. The intact fraction of the ejected matter is the average
\begin{equation}
\int_0^\infty\frac Yn\,e^{-Yf/n}e^{-\sigma f}\,df
=\frac{Y/n}{Y/n+\sigma}=\frac{Y}{Y+n\sigma},
\end{equation}
in agreement with (\ref{css}).

Without mixing, molecules keep their order as the surface approaches. Each crosses the layer in the same fluence $d/V=n/Y$. If $\sigma$ is uniform in depth, the fraction reaching the surface intact is
\begin{equation}
c_{\mathrm{un}}=e^{-n\sigma/Y}.
\label{unmixed}
\end{equation}
Write $x=n\sigma/Y$. Since $e^x\ge1+x$, we have $e^{-x}\le1/(1+x)$: at equal $n$, $Y$ and $\sigma$, the mixed layer emits at least as large an intact fraction. The mean residence is equal in both cases, but mixing lets some molecules leave early, and their better survival outweighs the loss from those that stay long. For small $x$ the results are $1-x+x^2$ and $1-x+x^2/2$ to second order, so mixing matters little when damage is weak.

\section*{(e) Finite mixing and depth-dependent damage}

\textbf{Question.} Describe the steady layer when mixing is finite and damage varies with depth, and recover both limits.

\textbf{Solution.} Let $z$ be the depth below the receding surface and $\sigma(z)$ the local damage cross-section. Model mixing as diffusion, with coefficient $D$ per unit fluence. In this frame the film moves towards the surface by $V$ per unit fluence. The flux of intact molecules towards the surface, per unit fluence, is $n_b(Vc+Dc')$, where the prime means $d/dz$; diffusion carries them towards smaller $z$ when $c'>0$. In a thin slice, inflow minus outflow must equal the damage:
\begin{equation}
Vc'+Dc''-\sigma(z)c=0 .
\label{transport}
\end{equation}
At the surface the sputtered flux is $n_bVc(0)$, which requires $c'(0)=0$. At $z=d$ the undamaged, unmixed film supplies $n_bV$, so $Vc(d)+Dc'(d)=V$.

Integrate (\ref{transport}) from the surface to $z$, using $c'(0)=0$:
\begin{equation}
Dc'(z)=\int_0^z\sigma(z')c(z')\,dz'-V[c(z)-c(0)].
\end{equation}
Since $0\le c\le1$, the right side stays bounded as $D$ grows. Thus $c'$ tends to zero and $c$ becomes uniform. Integrating (\ref{transport}) over the whole layer then gives
\begin{equation}
V[1-c(0)]=\int_0^d\sigma(z)c(z)\,dz\;\longrightarrow\; c_{ss}\int_0^d\sigma(z)\,dz .
\end{equation}
With the layer average $\sigma=d^{-1}\int_0^d\sigma(z)\,dz$, this is $V(1-c_{ss})=\sigma d\,c_{ss}$. Multiplication by $n_b$ returns (\ref{css}). Under strong mixing the shape of the damage profile drops out.

For $D\to0$, the interior equation is $Vc'=\sigma(z)c$ with $c(d)=1$. Its solution at the surface is $\exp[-V^{-1}\int_0^d\sigma(z)\,dz]$, which is (\ref{unmixed}) written with the average $\sigma$. The ratio $P=Vd/D$ compares erosion with mixing: small $P$ means that mixing is fast compared with erosion, large $P$ that it is slow. How small $P$ must be depends on the damage. When $n\sigma/Y$ is large and the damage is spread through the layer, (\ref{css}) also needs $\sigma d^2/D=Pn\sigma/Y$ to be small, so that mixing evens out the layer faster than damage depletes it. When $n\sigma\ll Y$, the mixed and unmixed limits agree to first order in $n\sigma/Y$, and (\ref{css}) is a good approximation at any $P$.

\section*{(f) Damaged matter that sputters differently}

\textbf{Question.} Cross-linked residue may be harder to remove than the original film. Which yield then sets the plateau?

\textbf{Solution.} Let $Y_i$ be the yield of a fully intact layer and $Y_d$ that of a fully damaged one. Assume that the two components contribute in proportion to their fractions, so the total yield is $Y_ic+Y_d(1-c)$. The refill equals this total, while sputtering removes $Y_ic$ intact molecules:
\begin{align}
n\frac{dc}{df}&=Y_ic+Y_d(1-c)-Y_ic-n\sigma c\nonumber\\
&=Y_d(1-c)-n\sigma c .
\end{align}
The intact yield cancels because each intact molecule sputtered is replaced by another. Only the removal of damaged matter improves the composition. Hence
\begin{equation}
c_{ss}=\frac{Y_d}{Y_d+n\sigma},\qquad f_r=\frac{n}{Y_d+n\sigma}.
\label{unequal}
\end{equation}
The molecular signal is proportional to $KY_ic$, so at constant $K$ its ratio is again $c_{ss}$. This differs from a fall of \emph{both} yields during profiling, which also brings in the prefactor of (\ref{drift}).

\section*{(g) Damage parameters from a measured profile}

\textbf{Question.} Given $R=S_{ss}/S_0$ and the relaxation fluence $f_r$, find $\sigma$ and $d$.

\textbf{Solution.} Take constant $K$ and equal, constant yields. From (\ref{css}) and (\ref{transient}),
\begin{align}
\frac{1-R}{f_r}&=\frac{n\sigma}{Y+n\sigma}\,\frac{Y+n\sigma}{n}=\sigma,\\
\frac{R}{f_r}&=\frac{Y}{Y+n\sigma}\,\frac{Y+n\sigma}{n}=\frac Yn=\frac Vd .
\end{align}
The signal alone gives $\sigma$ and $Y/n$. A crater depth divided by the fluence supplies $V$, and then $d=Vf_r/R$.

With unequal yields the first relation still gives $\sigma$, but the second gives $Y_d/n$. A steady crater measures the total yield $Y_ic_{ss}+Y_d(1-c_{ss})$ instead of $Y_d$, so the inferred $d$ is wrong by the ratio of these two yields.

\section*{(h) A numerical case and its limits}

\textbf{Question.} Take molar mass $600$ g/mol, density $1.2$ g/cm$^3$, $V=150$ nm$^3$, $d=10$ nm and $\sigma=5$ nm$^2$. Find the plateau and assess the main omissions.

\textbf{Solution.} Density divided by molar mass, times Avogadro's constant, gives $n_b=1.2044$ nm$^{-3}$. Therefore
\begin{align}
Y&=1.2044\times150=180.7, & n&=1.2044\times10=12.04\ \mathrm{nm^{-2}},\\
n\sigma&=12.04\times5=60.2, & c_{ss}&=\frac{180.7}{180.7+60.2}=0.75 .
\end{align}
One impact removes about 181 equivalents and leaves about 60 newly damaged molecules in an intact layer. The density $n_b$ cancels from the fraction, which is also $150/(150+10\times5)$.

The relaxation fluence is $12.04/240.9=0.050$ ions/nm$^2$, or $5.0\times10^{12}$ ions/cm$^2$. One relaxation erodes $10\times0.75=7.5$ nm. The remaining drop falls to 1\% of its initial size after $7.5\ln100=34.5$ nm. The altered layer then extends a further 10 nm down, so a film thinner than about 45 nm runs out of intact material before the plateau is developed to this degree.

A stochastic simulation provides a test at the level of separate events. It used 50 mixed patches of $10^4$ nm$^2$, with random numbers of sputtered and damaged molecules at each impact. The steady fraction was 0.7503 and the signal ratio 0.753. Applying part (g) to the simulated composition returned $\sigma=4.99$ nm$^2$ and $d=9.99$ nm.

\emph{Mixing.} Without mixing the fraction is $e^{-1/3}=0.717$. Numerical solution of (\ref{transport}) gives 0.749, 0.742 and 0.723 for $P=0.1$, 1 and 10. At $P=10^{-3}$, a damage profile falling linearly to zero at $z=d$, with the same average, gives 0.750, as does a uniform one. For these parameters, incomplete mixing lowers the plateau by at most about 0.034.

\emph{Yield.} If only damaged matter sputters half as well, (\ref{unequal}) gives $90.3/(90.3+60.2)=0.60$; the event simulation gives 0.601. The total yield is then $0.6\times2+0.4=1.6$ times $Y_d$, so the crater method of part (g) would overestimate $d$ by 60\%. If both yields fall to half their initial values at fixed $n\sigma$, the intact fraction is again 0.60, but the signal ratio is $0.5\times0.60=0.30$.

\emph{Projectile and heat.} A C$_{60}$ ion brings in 0.66\% of the mass it removes. Carbon that sputters as readily as the film would therefore remain a minor component; poorly sputtered carbon could accumulate. For a 1 nA, 40 keV beam of singly charged ions on a 300 $\mu$m square, the average heat flux is 444 W/m$^2$. Take a 200 nm film of conductivity $0.2$ W/(m\,K) on a thick substrate of $150$ W/(m\,K), with good thermal contact. Adding the film's temperature drop to the rise under a uniformly heated disc enclosing the square gives about $10^{-3}$ K. Heating averaged over the raster is negligible here. A focused beam warms its momentary spot more: the same steady estimate gives about 0.5 K for a spot 10 $\mu$m across. An area $d^2$ is struck every 0.14 s on average over the raster, or about every 0.13 ms while it lies within such a spot. With a heat capacity of 1500 J/(kg\,K), heat diffuses over $d$ in about 0.9 ns. The spike itself lasts somewhat longer: if all 40 keV were released as heat at one surface point, the excess temperature there would fall below 10 K after about 6 ns. Both times are far shorter than the intervals above, so successive thermal spikes on this area very rarely overlap. Slow chemical reactions between impacts are not excluded by this estimate.

\emph{The real case.} The parameters are round values in the rough regime of C$_{60}$ ions of some tens of keV on small-molecule films used in organic light-emitting diodes. They do not describe a particular compound, and $\sigma$ can differ greatly between materials. The assumption of a constant yield needs particular care: carbon deposition and cross-linking can reduce it as profiling proceeds. In the example a fall by half moves the signal ratio from 0.75 to 0.30, far more than the loss of mixing does. Roughening and changes of ionization are also omitted, and their size cannot be predicted from these inputs. A measured plateau should therefore be read as $Y/(Y+n\sigma)$ only after the erosion rate and the ionization conditions have been shown to be steady from the initial signal onward. Even then the reading assumes a well-mixed layer; if mixing is incomplete, it overestimates $n\sigma/Y$, and the error grows with the damage. The numerical output lists the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Molar mass: 600 g/mol
Film density: 1.2 g/cm^3
Removed volume V: 150 nm^3 per impact
Altered-layer thickness d: 10 nm
Damage cross-section sigma: 5.0 nm^2
Bulk molecular density: 1.2044 nm^-3
Molecular yield Y: 180.7 molecules per impact
Altered-layer areal density n: 12.04 nm^-2
Damaged and left, n sigma: 60.2 per impact
Steady fraction, formula: 0.7500
Steady fraction, event simulation: 0.7503
Signal ratio, event simulation: 0.753
Relaxation fluence: 0.0500 ions/nm^2
Relaxation fluence: 5.00e+12 ions/cm^2
Disappearance cross-section: 20.0 nm^2
Depth eroded in one relaxation: 7.50 nm
Depth until 1% of drop remains: 34.5 nm
Recovered sigma from simulation: 4.99 nm^2
Recovered d from simulation: 9.99 nm
Residence average by quadrature: 0.7500
Strong mixing, transport solution: 0.7500
Strong mixing, sloped damage: 0.7500
Partial mixing, P = 0.1: fraction 0.7490
Partial mixing, P = 1.0: fraction 0.7417
Partial mixing, P = 10.0: fraction 0.7234
No mixing, formula: 0.7165
No mixing, transport solution: 0.7166
Damaged yield halved, formula: 0.6000
Damaged yield halved, simulation: 0.6007
Both yields halved, intact fraction: 0.6000
Both yields halved, signal/initial: 0.3000
Projectile/sputtered mass: 0.66 percent
Beam: 1 nA, 40 keV
Raster width: 300 um
Film thickness for heating: 200 nm
Film conductivity: 0.2 W/(m K)
Substrate conductivity: 150 W/(m K)
Film heat capacity: 1500 J/(kg K)
Beam heat flux: 444 W/m^2
Average heating, upper estimate: 1.07e-03 K
Ion flux: 0.0694 ions/(nm^2 s)
Erosion rate: 10.4 nm/s
Time between impacts on area d^2: 0.144 s
Heat diffusion time over d: 0.90 ns
\end{verbatim}
